Speckle oscillations from steps moving over a statically scattering crystal

**A case simple enough to see through**

Let one detector pixel receive two coherent fields. One, S, comes from scatterers that never move. The other comes from a row of surface steps advancing at constant speed v. Moving a scatterer by vt along x multiplies its amplitude by exp(−iqvt), where q is the x component of the wave vector. If the same steps stay in the beam, the intensity is

I(t) = |S + M exp(−iωt)|², ω = qv.

Write S*M = |S||M| exp(−iχ). Expanding the square gives

I(t) = |S|² + |M|² + 2|S||M| cos(ωt + χ).

Over many periods the first two terms are the mean. The product of the oscillating terms at times t and t+τ averages to

4|S|²|M|² · (1/2) cos ωτ = 2|S|²|M|² cos ωτ.

This is the covariance of the intensity. If S = 0 it vanishes: uniform motion changes the phase of the moving field but not its modulus. The static field makes that phase visible.

A growing crystal raises further questions. Which wave vector enters ω, when atoms attach only at lattice sites? Does the perfect crystal below the steps supply the static field? What happens as steps enter and leave the beam?

**Setting and theorem**

The amplitude of a scatterer at r is exp(−iQ·r). Scattering is kinematic, so amplitudes add without multiple scattering. The in-plane part of Q is G + q, where G is the nearest in-plane reciprocal-lattice vector. Steps of height d descend along +x, and growth moves them along +x. Their mean spacing is L, and φ = Q_z d is the phase per layer. The beam amplitude at the surface is

B(x) = exp[−x²/(4σ²)],

so σ is the rms width of the intensity.

Let I_s and I_m be the mean intensities of the static field S and the moving field M. The moving share is p = I_m/(I_s + I_m). Assume:

1. The step pattern moves rigidly at velocity v.
2. The beam covers many steps, qσ ≫ 1, and the step spectrum is smooth over wave-vector intervals of order 1/σ.
3. Over the ensemble of speckles, S and M are circular Gaussian fields with zero mean, uncorrelated with each other.
4. Both fields lie within the same coherence volume.

**Theorem.** Under these assumptions

C(τ) = ⟨I(t)I(t+τ)⟩/⟨I⟩² − 1
= β[(1−p)² + p²γ² + 2p(1−p)γ cos(q·v τ)].

Here β is the optical contrast, equal to 1 for full coherence. The real function γ(τ), with γ(0) = 1, describes the memory of the moving field apart from its uniform phase. For the Gaussian beam and v along x,

γ(τ) = exp[−(vτ)²/(8σ²)].

**Lemma 1: only step edges scatter near a rod**

Consider rows of atoms with spacing b, at x = bj. A column whose top layer has index h contains layers h−l, with l = 0, 1, 2, … Let ε be the attenuation per layer, measured from the local surface. The column amplitude is a geometric series:

Σ_l exp[−iφ(h−l) − εl] = exp(−iφh)/[1 − exp(iφ−ε)].

On terrace n, between x_n and x_{n+1}, the height is h = −n. Its column factor is therefore u_n = exp(iφn), times the constant K = 1/[1 − exp(iφ−ε)].

Now sum the columns of one terrace. Since exp(−iGbj) = 1, only q remains:

Σ_j exp(−iqbj) = [exp(−iqx_n) − exp(−iqx_{n+1})]/[1 − exp(−iqb)].

The beam amplitude varies slowly and may be taken at the edges. The edge x_n receives +u_n from the terrace on its right and −u_{n−1} from that on its left. Since u_n − u_{n−1} = exp(iφn)[1 − exp(−iφ)],

M = K [1 − exp(−iφ)]/[1 − exp(−iqb)] Σ_n B(x_n) exp(−iqx_n + iφn). ∎

The neglected beam gradient is smaller by a factor of order |B′|/(q|B|), or 1/(2qσ) at x = σ. A direct atom-by-atom sum was compared with this formula for σ = 300 rows, φ = 2.2, ε = 0.1 and nine values of q from 0.18 to 0.26 per row spacing, with a reciprocal-lattice vector added to q in the atom sum. The difference was 1.0% of the norm of the atom sum.

The perfect crystal is already included in M: its layers gave the constant K. It does not provide a separate static reference at this q. That must come from something else, such as buried defects. A surface feature that stays in place sideways but is raised by growth does not qualify, because its phase changes by φ with every layer.

**Lemma 2: the phase is q·v t**

Let u(r) be the surface factor at t = 0. Rigid motion gives u(r−vt) at time t. With r′ = r−vt, and before the finite beam is considered,

∫ u(r−vt) exp(−iq·r) d²r = exp(−iq·v t) ∫ u(r′) exp(−iq·r′) d²r′. ∎

The result also holds for wavy steps whose kinks travel along the edge, if v is the velocity of the whole pattern. For perfectly straight steps, tangential motion changes nothing, and scattering occurs only for q normal to the steps.

*Attachment row by row.* A real step does not slide continuously. Let a fraction s = vt/b of its next atomic row be filled, with 0 ≤ s < 1, spread over many short segments, and let q be normal to the step. The step phase averaged along the edge is

P(s) = 1 − s + s exp(−iqb).

Each completed row multiplies P by exp(−iqb), so P(s) exp(iqbs) has period 1. Its Fourier coefficients are

c_k = ∫₀¹ P(s) exp(iαs) ds, α = qb + 2πk.

Because exp(−iqb) = exp(−iα), P(s) = 1 + s[exp(−iα) − 1]. The two integrals needed are

∫₀¹ exp(iαs) ds = [exp(iα) − 1]/(iα),

∫₀¹ s exp(iαs) ds = exp(iα)/(iα) + [exp(iα) − 1]/α².

Multiply the second by exp(−iα) − 1. Its first part becomes [1 − exp(iα)]/(iα) and cancels the first integral. What remains is

c_k = (2 − 2 cos α)/α² = [sin(qb/2)/(qb/2 + πk)]².

The field thus has lines at angular frequencies (q + 2πk/b)v. For qb ≪ 1 the line k = 0 dominates, with 1 − c_0 ≈ (qb)²/12. This is why q, measured from the nearest rod, sets the observed frequency, and not the full momentum transfer.

**Lemma 3: memory in a fixed beam**

Let the surface factor f have correlation

⟨f(x)f*(x′)⟩ = ∫ (dk/2π) W(k) exp[ik(x−x′)].

In the continuum form M(t) = ∫ B(x) f(x−vt) exp(−iqx) dx, this gives

⟨M(t+τ)M*(t)⟩ = ∫ (dk/2π) W(k) exp(−ikvτ) |B̃(q−k)|²,

where B̃ is the Fourier transform of B. The last factor confines k to within about 1/σ of q, so W(k) may be replaced by W(q). With k = q−κ, Parseval's relation gives

⟨M(t+τ)M*(t)⟩ = W(q) exp(−iqvτ) ∫ B(x)B(x+vτ) dx.

For the Gaussian beam, complete the square:

x² + (x+vτ)² = 2(x+vτ/2)² + (vτ)²/2.

The overlap, divided by its value at τ = 0, is exp[−(vτ)²/(8σ²)]. Hence

⟨M(t+τ)M*(t)⟩ = I_m γ(τ) exp(−iωτ). ∎

*The strength I_m.* Suppose the terrace widths g are independent. Then x_{n+m}−x_n is a sum of m widths. With z = exp(iφ)⟨exp(−iqg)⟩, the step sum in Lemma 1 has mean square

(1/L) ∫B²dx · [1 + 2 Re Σ_{m≥1} z^m] = (√(2π) σ/L) Re[(1+z)/(1−z)].

Multiplication by the squared modulus of the prefactor in Lemma 1 gives I_m. For a nearly regular train this is largest near qL = φ + 2πj, with integer j.

**Proof of the theorem**

Set E = S + M, and let a prime mark the time t+τ. For a zero-mean circular Gaussian field, the fourth moment factors into pairs:

⟨|E|²|E′|²⟩ = ⟨|E|²⟩⟨|E′|²⟩ + |⟨E′E*⟩|².

The static and moving fields are uncorrelated, so the cross terms vanish:

⟨E′E*⟩ = I_s + I_m γ exp(−iωτ).

Divide by I_s + I_m and take the squared modulus:

|(1−p) + pγ exp(−iωτ)|² = (1−p)² + p²γ² + 2p(1−p)γ cos ωτ.

This is the result for full coherence. If the detector adds N equal, independent modes, their covariances add to N times one covariance, while the squared mean is N² times that of one mode. Thus β = 1/N. More generally, β stands for the contrast common to all terms. ∎

**Remark 1: limits.** For p = 1, C = βγ², with no oscillation. For p = 0, C = β at all delays. With γ = 1, the oscillation has amplitude 2βp(1−p), largest at p = 1/2, and the minimum of C is β(1−2p)². At short delay, still with γ = 1,

C ≈ β[1 − p(1−p)ω²τ²].

Since the cosine is even, C gives |q·v| but not the direction of motion.

**Remark 2: one speckle.** Now hold S fixed and average over a record much longer than the transit of steps through the beam. The intensity is |S|² + |M|² + S*M + SM*. Odd moments of M vanish, as does ⟨MM′⟩ for a circular field. Two contributions remain:

cov(I, I′) = I_m²γ² + 2|S|²I_mγ cos ωτ.

Divided by the squared mean, this is p²γ² + 2p(1−p)γ cos ωτ, now with p = I_m/(|S|² + I_m). The term (1−p)² is absent because a fixed reference has no variance. In a record much shorter than the transit time but many periods long, even |M|² is nearly fixed. The opening case then applies, and the term p²γ² is absent too.

**Remark 3: two simulations.** In a long time series of a disordered train with φ = π, p = 1/2 and σ = 300 rows, terrace widths ranged from 5 to 15 rows. Eight values of q from 0.26 to 0.36 per row spacing were used, at delays during which the steps advanced 3 to 600 rows. Averaged over q, the normalized covariance differed from the one-speckle law by at most 0.0027.

An ensemble of 20,000 surfaces with pinned scatterers, φ = π, p = 0.4, qL = 2.8 and σ = 20L tested the theorem. At phases ωτ = 0, π/2 and π, the simulated C was 0.995, 0.525 and 0.042, against 1.000, 0.520 and 0.040 from the formula. The moving steps alone gave 0.953, 0.953 and 0.952: no oscillation, but about 5% below the Gaussian value. The finite number of illuminated steps is a likely cause, though the simulation did not isolate it.

**Remark 4: when the law fails.** If S and M are correlated, with c = ⟨M(0)S*⟩ ≠ 0, the mean intensity itself oscillates, at first as 2 Re[c exp(−iωt)]. This term dies out as the original steps leave the beam. Until then C depends on t as well as τ. If the speed changes with time, ωτ must be replaced by q times the distance travelled between t and t+τ. Varying growth therefore blurs a correlation averaged over t.

Rigid motion is itself a strong assumption when terraces are unequal. Suppose F monolayers are deposited per unit time and each step is fed only by its lower terrace. Let δ_n be the displacement of step n from its place in a regular train moving at v = FL. Then

dδ_n/dt = F(δ_{n+1} − δ_n).

For small δ_n, and away from qL = φ + 2πj, the scattering selects the part δ_n ∝ exp(iηn), with η = qL − φ. This part evolves as exp{F[exp(iη) − 1]t}. The field therefore has

ω = qv − F sin η,

and its amplitude shrinks at the rate F(1 − cos η). Equal feeding from both terraces gives the same frequency without the shrinkage. For small η, ω is close to φF: every place gains the same thickness, so the pattern of wide and narrow terraces stays put while the steps pass through it.

**Corollary: three sources of damping**

*Unequal speeds.* Let independent patches of surface have normally distributed speeds, with mean v and standard deviation σ_v. Their field correlations add, and

⟨exp(−iqv_jτ)⟩ = exp(−iqvτ) exp[−(qσ_vτ)²/2].

The second factor multiplies γ.

*Random attachment.* Let a be the atomic spacing along the step and ℓ the coherently averaged step length. Assume that atoms rearrange along the edge fast enough to keep it straight to well within 1/q over this length, so that only its mean position matters. Without such smoothing, independent attachments would also roughen the edge and damp the signal more strongly. One atom advances the mean edge by ab/ℓ. In time τ there are vτℓ/(ab) net attachments. If each is accompanied on average by R extra attachments and R detachments, all independent, the variance of the advance is

V = [vτℓ/(ab)] (1+2R)(ab/ℓ)² = vτ ab(1+2R)/ℓ.

For many small displacements, the phase factor of one step averages to exp(−q²V/2). This is also the factor on γ if the train is displaced as a whole, or if Λ = Re[(1+z)/(1−z)] equals 1, as for steps whose phases are uncorrelated at this q. Otherwise, suppose the steps scatter independently about a common train and the mean intensity stays the same. Only the terms pairing a step with itself then lose the factor, so γ is multiplied by 1 − [1 − exp(−q²V/2)]/Λ. The loss is larger for a nearly regular train away from its peak, where Λ ≪ 1, and smaller where Λ > 1.

*Finite detector band.* If C is averaged over a band Δq while p and γ stay constant, integrating the cosine multiplies its term by sin(w)/w, with w = Δq vτ/2.

**Worked example: step flow on Ag(111)**

Take rough typical values: lattice constant 0.409 nm, miscut 1°, temperature 300 K and growth rate F = 0.02 monolayer/s. The step height is d = 0.409/√3 = 0.236 nm, so

L = d/tan 1° = 13.5 nm.

If every deposited atom joins a step, the steps advance on average by L per monolayer:

v = FL = 0.02 × 13.53 = 0.271 nm/s.

Use the specular rod, G = 0, at the anti-Bragg position φ = π, and choose q = 0.20 nm⁻¹ along the step motion. Then

ω = 0.20 × 0.2706 = 0.0541 rad/s, 2π/ω = 116 s.

This value assumes that the whole train moves rigidly. If each step is instead fed by its adjoining terraces, the formula in Remark 4 gives 0.0626 rad/s, 16% higher, and a period of 100 s. With feeding from the lower terrace alone, the field of small displacements would also shrink to about 0.52 of its initial amplitude in 348 s. When terrace widths vary by some tens of percent, the displacements are no longer small and the loss can be much weaker. The numbers below keep rigid motion in order to illustrate the theorem; they are not a prediction for silver.

Successive (111) layers are offset sideways. At G = 0 this adds a phase of order qb = 0.05 per layer to the layer sum, which slightly changes the constant prefactor of M. With step edges taken at their true positions, the phase per step remains φ, and ω is unaffected. A regular train would scatter most strongly at q = π/L = 0.232 nm⁻¹. There the period would be 2L/v = 2/F = 100 s, two monolayer times, because one layer changes the phase by π.

Choose p = 0.20 and β = 0.30. The three coefficients are

β(1−p)² = 0.192, βp² = 0.012, 2βp(1−p) = 0.096.

Here C is an average over many speckles with nearly the same q, divided by the square of their common mean intensity. The steps need about σ/v, or five hours, to cross the beam, so a record of a few periods at a single pixel follows the opening case instead.

Without damping, C falls from 0.300 at zero delay to 0.192 + 0.012 − 0.096 = 0.108 after half a period, then returns to 0.300. Although the steps supply only a fifth of the intensity, the oscillation spans 0.192, because the cosine term contains the product p(1−p), not p².

For damping, choose σ = 5 μm, a 5% speed spread, ℓ = 1 μm and R = 100. After three periods, 348 s, the speed spread gives a factor 0.641 and random attachment 0.973. The second value takes Λ = 1; for gamma-distributed terrace widths at this q it would be about 0.99 at a 30% spread, 0.93 at 10% and 0.78 at 5%. Beam transit removes only 4 × 10⁻⁵. Their product is γ = 0.624, so

C = 0.192 + 0.012 × 0.624² + 0.096 × 0.624 = 0.257.

After half a period damping raises C slightly, from 0.1080 to 0.1092, because it weakens the negative cosine term. A detector band of 0.01 nm⁻¹ would multiply the cosine term at three periods by a further 0.963.

**Neglected effects.** Row-by-row attachment lowers the main line's amplitude by 0.02%. Island nucleation can be estimated for the case in which adatoms enter a step from one side only. With adatom density n, diffusion coefficient D and deposition flux f per area, solve

D n″ = −f, n(0) = 0, n′(L) = 0.

This gives n = (f/D)(Lx − x²/2), and hence

⟨n²⟩ = (fL²/D)²(1/3 − 1/4 + 1/20) = (2/15)(fL²/D)².

Let pairs nucleate at a rate κDn² per area, where κ is the capture number. With f = F/A and A = ab the area per surface atom, the number of islands in an area L² per monolayer time 1/F is

(2κ/15) F L⁶/(A²D).

For random hops of length a on a surface, D = (a²/4)ν exp(−E/k_BT), with attempt rate ν and barrier E. The rough values a = 0.29 nm, E = 0.10 eV, ν = 10¹² s⁻¹ and κ = 3 give D ≈ 4 × 10⁸ nm²/s and about 0.02 islands. An attempt rate five times lower would give about 0.1. This count takes equal terraces. If their widths g vary, nucleation per length of step grows as g⁵, so the count is multiplied by ⟨g⁵⟩/L⁵. For gamma-distributed widths this factor is about 2.2 at a 30% spread and 6.6 at 50%. With these rough values and a moderate spread, most deposited atoms join steps, but islands are not rare over the record. Three periods deposit 7 monolayers, so a step 1 μm long meets about 11 islands on equal terraces and about 24 at a 30% spread. With the lower attempt rate as well it meets about 120, more than one per area L², and step flow is marginal. An island a few nanometres across captures a flux comparable to that falling on L², so it grows to a size of order 1/q. The damping this causes is not sized here, and the straight edge assumed over ℓ = 1 μm is an idealization. The factor L⁶ makes the estimate much less favourable on wider terraces.

Static scatterers below the surface acquire a refraction phase as crystal grows above them. At glancing angle α, with photon wave number k and refractive index 1−δ, the normal wave number changes by about −kδ/sin α. Entry and exit double this, so the phase rate has magnitude 2kδdF/sin α. At 10 keV the anti-Bragg condition 2k sin α = π/d gives sin α = 0.13. The free-electron formula δ = 2πr_e n_e/k², with r_e the classical electron radius and n_e the electron density, gives δ = 1.9 × 10⁻⁵. The phase rate is then 6.9 × 10⁻⁵ rad/s, or 0.13% of ω.

**Relation to a real surface.** A 1° miscut is a deliberate vicinal cut, larger than that of a nominally flat crystal, and 0.02 monolayer/s is slow deposition. The moving share, contrast, speed spread and exchange ratio are choices, not measured properties of silver. Real surfaces break the assumption of one common speed when miscut or flux varies across the beam. In this example the assumed 5% spread accounts for most of the fall in C from 0.300 to 0.257 at three periods. That holds for patches moving rigidly. If steps are fed by their adjoining terraces, a speed spread caused by miscut shifts the frequencies much less near q = π/L. Step bunching, long-wavelength meandering and photon-counting noise are not sized here. Inferring speed from v = ω/q therefore requires steady growth, a static field within the coherence volume, and enough of the oscillation to fit before it is damped. It also requires either rigid motion of the step pattern or a q close to φ/L, where the two frequencies in the example agree. The full set of values is in the numerical output.

Values computed for the example and the checks

```
Atom sum vs edge sum, relative error: 0.0098
Oblique motion, largest phase-factor error: 0.00035
Time series, largest mean covariance error: 0.0027
Mean step intensity, simulation/formula: 1.0050
Ensemble, moving share 0.4: phase/pi, mixed sim, mixed law, moving-only sim, g^2
    0.00   0.995   1.000   0.953   1.000
    0.50   0.525   0.520   0.953   1.000
    1.00   0.042   0.040   0.952   0.999
    2.00   0.994   0.999   0.950   0.997
   35.65   0.551   0.552   0.356   0.368
Two-mode contrast at zero delay, sim: 0.499; law: 0.500
Speed-spread law, largest error: 0.0090
Ag lattice constant (rough input): 0.409 nm
Miscut: 1.0 deg; growth rate: 0.020 monolayer/s
Temperature: 300 K; photon energy: 10 keV
Step height: 0.2361 nm; row advance: 0.2505 nm
Atom spacing along step: 0.2892 nm
Terrace width: 13.528 nm; step speed: 0.2706 nm/s
Wave vector q: 0.200 1/nm; pi/terrace width: 0.2322 1/nm
Angular frequency: 0.05411 rad/s; period: 116.11 s
Moving share: 0.20; optical contrast beta: 0.30
Static term: 0.1920; moving term: 0.0120
Cosine amplitude: 0.0960
Delay/period, delay (s), ideal C, C with three damping factors
  0.00     0.00   0.3000   0.3000
  0.25    29.03   0.2040   0.2039
  0.50    58.06   0.1080   0.1092
  1.00   116.11   0.3000   0.2932
  3.00   348.34   0.3000   0.2566
Beam rms width: 5000 nm; speed spread: 5 %
Coherent step length: 1000 nm; exchange ratio: 100
At 3 periods, beam loss 1-g: 4.441e-05
At 3 periods, speed-spread g: 0.6414
At 3 periods, random-step g: 0.9729
q band: 0.010 1/nm; cosine factor at 3 periods: 0.9634
Row-advance loss of main line: 2.091e-04
Diffusion barrier: 0.10 eV; attempt rate: 1.0e+12 1/s
Capture number: 3; diffusion coefficient: 4.369e+08 nm2/s
Mean square scaled adatom density: 0.13333
Islands per terrace-width square per monolayer: 0.0214
Refraction phase rate: 6.908e-05 rad/s; relative to omega: 1.277e-03
```
